# Where dissolved oxidant goes after sudden evacuation of a growing oxide, part 1

(Sections cited here and not found follow in the second part.)

## 1. Result

An oxide film of thickness $L$ grows on silicon, and its growth is limited by diffusion of oxidant through the film. At time $t=0$ the gas is removed at once. The film then still holds dissolved oxidant, in an amount $C^*L/2$ per unit area, where $C^*$ is the dissolved concentration in equilibrium with the gas. This amount divides as follows:

$$Q_i=\frac{C^*L}{6}\ \ (\text{reaches silicon}),\qquad Q_o=\frac{C^*L}{3}\ \ (\text{leaves through the outer surface}).$$

One third of the dissolved oxidant is still consumed at the silicon interface, and two thirds escapes. A diffusivity that is uniform across the film drops out of the division and sets only its duration.

The result belongs to a limiting model. The interface absorbs every molecule that arrives, the outer surface offers no resistance to escape, the film thickens negligibly while it empties, and the gas disappears much faster than oxidant crosses the film. The second half replaces each of these conditions by a finite value. In the example, the last one requires a pumping time constant well below 0.1 s.

## 2. Model and sign conventions

The coordinate $x$ runs from the outer surface, $x=0$, to the silicon interface, $x=L$. The dissolved concentration is $C(x,t)$, in molecules per volume. The oxidant diffuses with a uniform diffusivity $D$ and does not react inside the oxide. It is dilute, so the molecules move independently. Fick's law and conservation of molecules give

$$J=-D\frac{\partial C}{\partial x},\qquad \frac{\partial C}{\partial t}=-\frac{\partial J}{\partial x}=D\frac{\partial^2C}{\partial x^2}.$$

A positive $J$ points towards silicon. Two exit fluxes are needed, each counted positive when oxidant leaves the film:

$$J_i(t)=-D\,\frac{\partial C}{\partial x}\Big|_{x=L},\qquad J_o(t)=+D\,\frac{\partial C}{\partial x}\Big|_{x=0}.$$

The sign of $J_o$ is reversed because the outward direction at $x=0$ is the direction of decreasing $x$.

Perfect absorption means $C(L,t)=0$. While gas is present, an outer surface without exchange resistance has $C(0,t)=C^*$. After ideal evacuation it has $C(0,t)=0$.

## 3. The profile during growth

Let $N$ be the number of oxidant molecules consumed per volume of oxide formed. Each arrival at silicon is used for growth, so $N\,dL/dt=J_i$.

If the film thickens slowly compared with diffusion across it, the concentration is close to its steady form at the current thickness. Then $\partial^2C/\partial x^2=0$ and $C$ is a straight line. The boundary values $C^*$ at $x=0$ and $0$ at $x=L$ fix it:

$$C(x)=C^*\left(1-\frac{x}{L}\right).$$

Its slope is $-C^*/L$, so the flux is $J_i=DC^*/L$. The growth law follows:

$$N\frac{dL}{dt}=\frac{DC^*}{L}\quad\Rightarrow\quad \frac{d(L^2)}{dt}=2L\frac{dL}{dt}=\frac{2DC^*}{N}\equiv B.$$

This is the parabolic part of linear-parabolic growth. It also supplies the condition for the straight profile. Diffusion across the film takes a time of order $L^2/D$, and growth of the film takes $L^2/B$. Their ratio is $B/D=2C^*/N$, which must be small.

The amount dissolved per area at the moment of evacuation is

$$S=\int_0^L C^*\left(1-\frac{x}{L}\right)dx=C^*\left(L-\frac{L}{2}\right)=\frac{C^*L}{2}.$$

The mean depth of the dissolved molecules will be needed as well. The first moment is

$$\int_0^L x\,C^*\left(1-\frac{x}{L}\right)dx=C^*\left(\frac{L^2}{2}-\frac{L^2}{3}\right)=\frac{C^*L^2}{6},$$

and division by $S$ gives $\langle x\rangle=L/3$. The molecules are on average closer to the gas side, because the concentration is highest there.

## 4. The fate of one molecule

Follow a single molecule that starts at depth $x$, and let $\varphi(x)$ be the probability that it reaches silicon before it reaches the outer surface. Describe its motion by steps of length $\delta$, to the left or right with equal probability. After the first step the molecule stands at $x-\delta$ or $x+\delta$, and its prospects from there depend on the new position alone. Hence

$$\varphi(x)=\tfrac12\varphi(x-\delta)+\tfrac12\varphi(x+\delta)
\quad\Rightarrow\quad
\varphi(x+\delta)-\varphi(x)=\varphi(x)-\varphi(x-\delta).$$

Successive differences are equal, so $\varphi$ is a straight line. A molecule at the outer surface has already escaped, $\varphi(0)=0$, and a molecule at the interface has already arrived, $\varphi(L)=1$. Therefore

$$\varphi(x)=\frac{x}{L}.$$

The share that reaches silicon is the average of $\varphi$ over the dissolved molecules:

$$f=\langle\varphi\rangle=\frac{\langle x\rangle}{L}=\frac13 .$$

The one third is thus the mean depth of a triangular distribution, measured in units of the thickness. A film with uniformly distributed oxidant has its mean depth at $L/2$ and would deliver one half.

A simulation with 200 000 random walkers tests this picture. Starting depths drawn from the linear profile gave a share of 0.334. Starting depths drawn uniformly gave 0.500. For the first case the statistical standard error is $\sqrt{(1/3)(2/3)/200\,000}\approx0.001$, so the result agrees with one third.

## 5. The same result from the diffusion equation

The probability $x/L$ can also be used as a weight in the diffusion equation. This gives the delivered amount without solving for $C(x,t)$, and it keeps the gas-side concentration in view, which will matter when pumping is slow.

Multiply the diffusion equation by $x/L$, integrate over the film, and integrate by parts:

$$\frac{d}{dt}\int_0^L\frac{x}{L}\,C\,dx
= D\int_0^L\frac{x}{L}\frac{\partial^2C}{\partial x^2}dx
= D\left[\frac{x}{L}\frac{\partial C}{\partial x}\right]_0^L-\frac{D}{L}\int_0^L\frac{\partial C}{\partial x}dx .$$

In the bracket the lower limit vanishes because of the factor $x$. The upper limit is $D\,\partial C/\partial x$ at $x=L$, which is $-J_i$. The last integral is $C(L,t)-C(0,t)=-C(0,t)$, since the interface absorbs perfectly. Altogether

$$\frac{d}{dt}\int_0^L\frac{x}{L}\,C\,dx=-J_i(t)+\frac{D}{L}\,C(0,t).$$

After ideal evacuation the last term is zero. Integrate from $t=0$ until the film is empty. The weighted content falls from its initial value to zero, so

$$Q_i=\int_0^\infty J_i\,dt=\int_0^L\frac{x}{L}\,C(x,0)\,dx=\frac{1}{L}\,\frac{C^*L^2}{6}=\frac{C^*L}{6}.$$

What does not reach silicon leaves on the other side:

$$Q_o=S-Q_i=\frac{C^*L}{2}-\frac{C^*L}{6}=\frac{C^*L}{3}.$$

The derivation also holds if $D$ changes with time, for instance because the wafer cools, provided that $D$ stays uniform across the film, the film still empties, and the interface still absorbs perfectly. With $C(0,t)=0$ the weighted content decreases at the rate $J_i$ whatever the current value of $D$. For the film of part 7, with an activation energy of about 1.2 eV for $D$, cooling at 100 K/s still lets the film empty. At 1000 K/s about 15% of the oxidant stays frozen in and the share falls to 0.26.

Direct time integration of the diffusion equation on 100 cells, starting from the steady growth profile, gave shares of 0.33335 and 0.66665. They lie within $2\times10^{-5}$ of one third and two thirds.

## 6. The course in time

With $C=0$ at both faces, the concentration can be expanded in sine functions that vanish there:

$$C(x,t)=\sum_{n=1}^\infty b_n\sin\frac{n\pi x}{L}\;e^{-n^2\pi^2Dt/L^2}.$$

Each term satisfies the diffusion equation, because two space derivatives bring down $-n^2\pi^2/L^2$ and one time derivative brings down $D$ times the same factor. The coefficients follow from the initial profile. With $q=n\pi/L$,

$$b_n=\frac{2C^*}{L}\int_0^L\left(1-\frac{x}{L}\right)\sin qx\,dx
=\frac{2C^*}{L}\left\{\left[-\left(1-\frac{x}{L}\right)\frac{\cos qx}{q}\right]_0^L-\frac{1}{qL}\int_0^L\cos qx\,dx\right\}.$$

The bracket equals $1/q$. The last integral is $\sin(n\pi)/q=0$. Hence $b_n=2C^*/(qL)=2C^*/(n\pi)$.

Differentiation gives a factor $n\pi/L$ and a cosine, which is $(-1)^n$ at $x=L$ and $1$ at $x=0$. With the sign conventions of part 2,

$$J_i=\frac{2DC^*}{L}\sum_{n=1}^\infty(-1)^{n+1}e^{-n^2\pi^2Dt/L^2},\qquad
J_o=\frac{2DC^*}{L}\sum_{n=1}^\infty e^{-n^2\pi^2Dt/L^2}.$$

The time integral of each exponential is $L^2/(n^2\pi^2D)$, so

$$Q_i=\frac{2C^*L}{\pi^2}\sum_{n=1}^\infty\frac{(-1)^{n+1}}{n^2},\qquad Q_o=\frac{2C^*L}{\pi^2}\sum_{n=1}^\infty\frac1{n^2}.$$

The sums come from the same expansion. Put $u=x/L$. The initial profile is $1-u=\sum 2\sin(n\pi u)/(n\pi)$. Square it and integrate over $0<u<1$. Different sine functions are orthogonal and each $\sin^2$ integrates to $1/2$, so $1/3=\sum 2/(n^2\pi^2)$, or $\sum1/n^2=\pi^2/6$. The alternating sum is this sum minus twice its even terms. The even terms are one quarter of the whole, so the result is $\pi^2/6-\pi^2/12=\pi^2/12$. The amounts $C^*L/6$ and $C^*L/3$ are recovered.

At early times the two exits behave very differently. Write $C=C^*(1-x/L)-C^*v$, where $v$ is the disturbance caused by the evacuation. It starts from zero, equals 1 at $x=0$ and vanishes at $x=L$. Before it reaches the far side, it is

$$v=\operatorname{erfc}\eta,\qquad \eta=\frac{x}{2\sqrt{Dt}}.$$

This solves the diffusion equation, since $\partial v/\partial t$ and $D\,\partial^2v/\partial x^2$ both equal $\eta\,e^{-\eta^2}/(\sqrt\pi\,t)$. Its slope at the surface is $-1/\sqrt{\pi Dt}$, which gives

$$J_o\simeq C^*\sqrt{\frac{D}{\pi t}}-\frac{DC^*}{L}.$$

The escape flux is very large at first, because the concentration falls from a finite value to zero over a thin layer.

To satisfy $v=0$ at the interface, subtract the mirror image of the disturbance about $x=L$, that is, $\operatorname{erfc}[(2L-x)/(2\sqrt{Dt})]$. The two slopes at $x=L$ are equal and add up to $-(2/\sqrt{\pi Dt})\,e^{-L^2/4Dt}$. Since $J_i=DC^*/L+DC^*\,\partial v/\partial x$ at $x=L$,

$$J_i\simeq\frac{DC^*}{L}\left[1-\frac{2L}{\sqrt{\pi Dt}}\,e^{-L^2/4Dt}\right].$$

The correction is exponentially small at early times. Silicon goes on receiving the old steady flux until the disturbance has crossed the film.

At late times the term $n=1$ dominates both series. The two fluxes become equal and decay with the time constant $L^2/(\pi^2D)$. What remains is then a half sine wave, symmetric about the middle of the film. The excess escape on the gas side belongs to the early period.

## 7. Example: a thick dry oxide on silicon

Take dry oxidation of silicon at 1373 K and 760 Torr, with a film of $L=1000$ nm $=10^{-4}$ cm. Rough typical parameters are $D=1.5\times10^{-8}$ cm²/s, $C^*=5\times10^{16}$ cm⁻³ and $N=2.2\times10^{22}$ cm⁻³. The dissolved amount is

$$S=\tfrac12(5\times10^{16})(10^{-4})=2.5\times10^{12}\ \text{cm}^{-2}.$$

Of this, $8.3\times10^{11}$ cm⁻² reaches silicon and $1.67\times10^{12}$ cm⁻² escapes. The oxide formed after evacuation has the thickness

$$\Delta L=\frac{Q_i}{N}=\frac{8.33\times10^{11}}{2.2\times10^{22}}\ \text{cm}=3.8\times10^{-4}\ \text{nm}.$$

This is far less than an atomic layer. It is an average over the area.

The diffusion time is $L^2/D=10^{-8}/(1.5\times10^{-8})=0.67$ s. In the ideal model the interface flux stays within 1% of its old value for 26 ms. By then more than half of the outer share has already gone, since that point is reached at 20 ms. Half of the interface share has arrived after 59 ms and 99% of it after 324 ms. The late time constant is $667/\pi^2\approx68$ ms.

# Second half: finite rates and real films

## 8. Symbols and results carried over

The film occupies $0<x<L$, with gas at $x=0$ and silicon at $x=L$. $D$ is the diffusivity, $C^*$ the dissolved concentration in equilibrium with the growth gas, and $N$ the number of oxidant molecules used per volume of oxide. $J_i$ is the flux into silicon, $Q_i$ its time integral after evacuation, $S$ the amount dissolved at $t=0$, and $f=Q_i/S$ the share. In the ideal film $S=C^*L/2$, $Q_i=C^*L/6$ and $f=1/3$. The parabolic constant is $B=2DC^*/N$. The method was to weight the diffusion equation with a linear function of $x$, chosen so that the weighted content falls at the rate $J_i$.

The example has $L=1000$ nm, $D=1.5\times10^{-8}$ cm²/s, $C^*=5\times10^{16}$ cm⁻³, $N=2.2\times10^{22}$ cm⁻³ and $L^2/D=667$ ms.

## 9. Finite reaction and exchange rates

Let the interface react at a finite rate, $J_i=kC(L,t)$, with a reaction velocity $k$. Let the flux entering at the outer surface be

$$J_0=h\,[C_g(t)-C(0,t)],$$

where $h$ is an exchange velocity and $C_g$ is the dissolved concentration that would be in equilibrium with the gas at that moment. During growth $C_g=C^*$, and after ideal evacuation $C_g=0$. Define

$$u=\frac{x}{L},\qquad a=\frac{D}{kL},\qquad b=\frac{D}{hL}.$$

These are the resistances of the interface and of the outer surface, each relative to the diffusion resistance of the film.

**Profile during growth.** In the steady state one flux $J$ passes through all three resistances. The concentration drops by $J/h$ at the surface, by $JL/D$ across the film and by $J/k$ at the interface, so

$$C^*=J\left(\frac1h+\frac LD+\frac1k\right)=\frac{JL}{D}(1+a+b).$$

At depth $x$ the concentration is the interface value $J/k$ plus the drop over the remaining distance $L-x$:

$$C=\frac Jk+\frac{J(L-x)}{D}=\frac{JL}{D}(a+1-u)=C^*\,\frac{1+a-u}{1+a+b}.$$

Integration over the film gives the dissolved amount

$$S=C^*L\,\frac{\tfrac12+a}{1+a+b}.$$

**The weight.** Take a linear weight $w(x)$ with constant slope $w'$. Integration by parts gives

$$\frac{d}{dt}\int_0^L wC\,dx=D\left[w\frac{\partial C}{\partial x}\right]_0^L-Dw'\,[C(L,t)-C(0,t)].$$

Insert $D\,\partial C/\partial x=-J_i$ at $x=L$ and $D\,\partial C/\partial x=-J_0$ at $x=0$. The boundary laws supply $C(L,t)=J_i/k$ and $C(0,t)=C_g-J_0/h$. After collecting terms,

$$\frac{d}{dt}\int_0^L wC\,dx=-J_i\left[w(L)+\frac{Dw'}{k}\right]+J_0\left[w(0)-\frac{Dw'}{h}\right]+Dw'C_g .$$

Choose the weight so that the first bracket is 1 and the second is 0. The second condition gives $w=w'(x+D/h)$. The first then gives $w'(L+D/h+D/k)=1$. Therefore

$$w=\frac{b+u}{1+a+b},\qquad w'=\frac{1}{L(1+a+b)},$$

$$\frac{d}{dt}\int_0^L wC\,dx=-J_i+\frac{D\,C_g(t)}{L(1+a+b)}.$$

For $a=b=0$ the weight returns to $x/L$.

In the ideal film one third of the dissolved oxidant reaches silicon, and for finite reaction and exchange rates we now have the growth profile, the dissolved amount and the weighted balance. It remains to obtain the share from these, to treat finite pumping time and the moving interface, and to compare the model with real oxidation.
